# Solid angle of a ligand cone and the shielded metal sphere: verification in Python

```python
"""Solid angle and shielded fraction of a ligand cone with apex at the metal.

Result under test: Omega = 2 pi (1 - cos(theta/2)), and the shielded fraction
of a metal-centred sphere is f = Omega/(4 pi) = sin(theta/4)**2.
theta: full apex angle; R: radius of the metal-centred sphere;
r, d: radius of a ligand sphere and distance of its centre from the metal;
gamma: angle between two cone axes. Lengths in bohr, angles in radians
inside the program and in degrees in the output.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq


def solid_angle(theta):
    return 2 * np.pi * (1 - np.cos(theta / 2))


def fraction(theta):
    return np.sin(theta / 4) ** 2


def cap_area_frusta(theta, R, n=20001):
    """Area of the spherical cap as a sum of narrow conical frusta."""
    t = np.linspace(0, theta / 2, n)
    x, z = R * np.sin(t), R * np.cos(t)
    return np.sum(np.pi * (x[1:] + x[:-1]) * np.hypot(np.diff(x), np.diff(z)))


def disc_flux(theta):
    """Solid angle of a flat disc at unit distance that closes the cone."""
    edge = np.tan(theta / 2)
    return quad(lambda s: 2 * np.pi * s / (1 + s * s) ** 1.5, 0, edge)[0]


rng = np.random.default_rng(12345)
n_rays = 2_000_000
rays = rng.normal(size=(n_rays, 3))      # isotropic directions
rays /= np.linalg.norm(rays, axis=1)[:, None]
mc_tol = 5 * 0.5 / np.sqrt(n_rays)       # five largest standard errors


def hits(axes, r, d):
    """Number of ligand spheres struck by each ray from the metal."""
    count = np.zeros(n_rays, dtype=int)
    for axis in axes:
        along = d * (rays @ axis)
        count += (along > 0) & (d * d - along ** 2 <= r * r)
    return count


# Single cones, including a reflex one
angles = np.radians([60, 90, 120, 180, 240, 360])
for theta in angles:
    for R in (1.0, 5.0):
        area = cap_area_frusta(theta, R)
        assert abs(area / R**2 - solid_angle(theta)) < 1e-6
        assert abs(area / (4 * np.pi * R**2) - fraction(theta)) < 1e-6
    if theta < 3:
        assert abs(disc_flux(theta) - solid_angle(theta)) < 1e-8
    print(f"apex {np.degrees(theta):.0f} deg: solid angle "
          f"{solid_angle(theta):.4f} sr, fraction {fraction(theta):.4f}")

theta = np.radians(120)
R = 5.0
print(f"120 deg cone, disc-flux solid angle: {disc_flux(theta):.4f} sr")
print(f"sphere radius R: {R:.1f} bohr")
print(f"whole sphere area: {4*np.pi*R**2:.2f} bohr^2")
print(f"shielded area, 120 deg, frusta: {cap_area_frusta(theta, R):.2f} bohr^2")
print(f"fraction ratio, 120 deg to 60 deg: "
      f"{fraction(theta)/fraction(theta/2):.3f}")
print(f"wrong linear estimate theta/360, 120 deg: {theta/(2*np.pi):.4f}")
print(f"small-angle estimate theta^2/16, 120 deg: {theta**2/16:.4f}")

# Small-angle series, tested on the frusta area
small = 0.4
f_small = cap_area_frusta(small, 1.0) / (4 * np.pi)
defect = (small**2 / 16 - f_small) / (small**4 / 768)
assert abs(defect - 1) < 0.01            # next term is about 0.0013

# Tangent cone of one ligand sphere, then six octahedral ligands
r, d = 3.0, 5.0
theta_ball = 2 * np.arcsin(r / d)
f_ball = (1 - np.sqrt(1 - (r / d) ** 2)) / 2
octahedron = np.vstack([np.eye(3), -np.eye(3)])
one = np.mean(hits(octahedron[:1], r, d) > 0)
six_count = hits(octahedron, r, d)
six = np.mean(six_count > 0)
assert abs(fraction(theta_ball) - f_ball) < 1e-12
assert abs(one - f_ball) < mc_tol
assert six_count.max() == 1              # no ray meets two ligands
assert abs(six - 6 * f_ball) < mc_tol
print(f"ligand sphere: r = {r:.1f} bohr, d = {d:.1f} bohr")
print(f"its apex angle: {np.degrees(theta_ball):.2f} deg")
print(f"its shielded fraction: {f_ball:.4f}; traced rays: {one:.4f}")
print(f"six octahedral ligands, sum: {6*f_ball:.4f}; traced rays: {six:.4f}")

# Four 120 degree cones on tetrahedral axes: overlap and gaps
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
tetra = tetra / np.sqrt(3)
gamma = np.arccos(tetra[0] @ tetra[1])
a = theta / 2


def overlap_ring(t):
    c = (np.cos(a) - np.cos(t) * np.cos(gamma)) / (np.sin(t) * np.sin(gamma))
    return np.sin(t) * np.arccos(np.clip(c, -1, 1)) / (2 * np.pi)


f_pair = quad(overlap_ring, gamma - a, a)[0]
f_sum = 4 * fraction(theta)
f_union = f_sum - 6 * f_pair
tetra_count = hits(tetra, d * np.sin(a), d)
traced = np.mean(tetra_count > 0)
pair_traced = np.mean(tetra_count == 2)
assert tetra_count.max() == 2            # pairs overlap, triples do not
assert abs(traced - f_union) < mc_tol
assert abs(pair_traced - 6 * f_pair) < mc_tol
assert 1 - traced > 10 * mc_tol          # the gaps are real
print(f"angle between tetrahedral axes: {np.degrees(gamma):.2f} deg")
print(f"four 120 deg cones, plain sum: {f_sum:.4f}")
print(f"overlap fraction per pair: {f_pair:.5f}; six pairs: {6*f_pair:.4f}")
print(f"true coverage: {f_union:.4f}; traced rays: {traced:.4f}")
print(f"unshielded fraction: {1-f_union:.4f}")

# Three-lobed ligand that just fits inside a 120 degree cone
tilt, lobe_half = np.radians(40), np.radians(20)
turn = 2 * np.pi * np.arange(3) / 3
lobes = np.column_stack([np.sin(tilt) * np.cos(turn),
                         np.sin(tilt) * np.sin(turn),
                         np.full(3, np.cos(tilt))])
lobe_sep = np.arccos(lobes[0] @ lobes[1])
lobe_count = hits(lobes, d * np.sin(lobe_half), d)
shadow = np.mean(lobe_count > 0)
f_lobes = 3 * fraction(2 * lobe_half)
widest = np.degrees(np.arccos(rays[lobe_count > 0, 2].min()))
assert lobe_count.max() == 1
assert abs(shadow - f_lobes) < mc_tol
assert 59.5 < widest < 60.0001           # enclosing half-angle is 60 degrees
theta_eq = 4 * np.arcsin(np.sqrt(f_lobes))
theta_root = brentq(
    lambda q: cap_area_frusta(q, 1.0) / (4 * np.pi) - f_lobes, 0.1, 3.0)
assert abs(theta_eq - theta_root) < 1e-6
print(f"lobe tilt: {np.degrees(tilt):.0f} deg; "
      f"lobe half-angle: {np.degrees(lobe_half):.0f} deg")
print(f"angle between lobe axes: {np.degrees(lobe_sep):.2f} deg")
print(f"widest struck ray from ligand axis: {widest:.2f} deg")
print(f"lobed shadow fraction: {f_lobes:.4f}; traced rays: {shadow:.4f}")
print(f"enclosing-cone fraction: {fraction(2*(tilt+lobe_half)):.4f}")
print(f"equivalent cone angle of shadow: {np.degrees(theta_eq):.2f} deg")
print(f"number of traced rays: {n_rays}")
print(f"ray-tracing tolerance on fractions: {mc_tol:.4f}")
print("all good")
```

Printed output:

```
apex 60 deg: solid angle 0.8418 sr, fraction 0.0670
apex 90 deg: solid angle 1.8403 sr, fraction 0.1464
apex 120 deg: solid angle 3.1416 sr, fraction 0.2500
apex 180 deg: solid angle 6.2832 sr, fraction 0.5000
apex 240 deg: solid angle 9.4248 sr, fraction 0.7500
apex 360 deg: solid angle 12.5664 sr, fraction 1.0000
120 deg cone, disc-flux solid angle: 3.1416 sr
sphere radius R: 5.0 bohr
whole sphere area: 314.16 bohr^2
shielded area, 120 deg, frusta: 78.54 bohr^2
fraction ratio, 120 deg to 60 deg: 3.732
wrong linear estimate theta/360, 120 deg: 0.3333
small-angle estimate theta^2/16, 120 deg: 0.2742
ligand sphere: r = 3.0 bohr, d = 5.0 bohr
its apex angle: 73.74 deg
its shielded fraction: 0.1000; traced rays: 0.1001
six octahedral ligands, sum: 0.6000; traced rays: 0.6006
angle between tetrahedral axes: 109.47 deg
four 120 deg cones, plain sum: 1.0000
overlap fraction per pair: 0.01022; six pairs: 0.0613
true coverage: 0.9387; traced rays: 0.9387
unshielded fraction: 0.0613
lobe tilt: 40 deg; lobe half-angle: 20 deg
angle between lobe axes: 67.65 deg
widest struck ray from ligand axis: 59.99 deg
lobed shadow fraction: 0.0905; traced rays: 0.0904
enclosing-cone fraction: 0.2500
equivalent cone angle of shadow: 70.01 deg
number of traced rays: 2000000
ray-tracing tolerance on fractions: 0.0018
all good
```
